# Oxygen diffusion over Gaussian-distributed barriers in one dimension: verification in Python

```python
"""
Result under test: on a line of equal-energy sites with independent Gaussian
barriers (mean E0, standard deviation sigma), the long-time diffusivity is
    D = D0 * exp(-s**2/2),  s = sigma/kT,  D0 = a**2 * nu * exp(-E0/kT).
a: site spacing, nu: attempt frequency, kT: thermal energy.
Tests use reduced units: length a, rate nu*exp(-E0/kT), energy kT.
A reduced bond rate is g = exp(-s*z), with z a standard normal number.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit
from scipy.stats import norm

rng = np.random.default_rng(20)

# Inputs of the worked example (round model parameters)
mean_barrier = 1.00        # eV
barrier_width = 0.08       # eV
site_width = 0.04          # eV, used only to size a neglected effect
attempt_frequency = 1e13   # Hz
spacing_nm = 0.30
temperature = 600.0        # K
use_temperature = 350.0    # K
film_bonds = 167
defect_charge = 2          # elementary charges

k_ev = const.k / const.e
kT = k_ev * temperature
s = barrier_width / kT
factor = np.exp(-s**2 / 2)
spacing_cm = spacing_nm * 1e-7
D0 = spacing_cm**2 * attempt_frequency * np.exp(-mean_barrier / kT)
D = D0 * factor


def bloch_diffusivity(saddle, site, phase=0.02):
    """Curvature of the lowest relaxation rate of a periodic chain."""
    n = len(saddle)
    i = np.arange(n)
    j = (i + 1) % n
    leave = np.exp(site - saddle) + np.exp(site - np.roll(saddle, 1))
    matrix = np.diag(leave).astype(complex)
    coupling = np.exp((site + site[j]) / 2 - saddle)
    q = phase / n
    matrix[i, j] -= coupling * np.exp(1j * q)
    matrix[j, i] -= coupling * np.exp(-1j * q)
    return np.linalg.eigvalsh(matrix)[0] / q**2


def film_diffusivity(g):
    """Steady flux between reservoirs of occupation 1 and 0."""
    bands = np.zeros((2, len(g) - 1))
    bands[0] = g[:-1] + g[1:]
    bands[1, :-1] = -g[1:-1]
    source = np.zeros(len(g) - 1)
    source[0] = g[0]
    occupation = solveh_banded(bands, source, lower=True)
    return len(g) * g[-1] * occupation[-1]


def network_diffusivity(gx, gy, gz):
    """Steady flux along x; y and z are periodic."""
    shape = gy.shape
    node = np.arange(gy.size).reshape(shape)
    first = [node[:-1].ravel(), node.ravel(), node.ravel()]
    second = [node[1:].ravel(), np.roll(node, -1, 1).ravel(),
              np.roll(node, -1, 2).ravel()]
    p, q = np.concatenate(first), np.concatenate(second)
    g = np.concatenate([gx[1:-1].ravel(), gy.ravel(), gz.ravel()])
    left, right = node[0].ravel(), node[-1].ravel()
    g_left, g_right = gx[0].ravel(), gx[-1].ravel()
    rows = np.concatenate([p, q, p, q, left, right])
    cols = np.concatenate([p, q, q, p, left, right])
    vals = np.concatenate([g, g, -g, -g, g_left, g_right])
    matrix = coo_matrix((vals, (rows, cols)), shape=(gy.size,) * 2).tocsc()
    source = np.zeros(gy.size)
    source[left] = g_left
    occupation = spsolve(matrix, source, permc_spec="MMD_AT_PLUS_A")
    flux = np.sum(g_right * occupation[right])
    return flux * gx.shape[0] / (shape[1] * shape[2])


# Periodic chain: eigenvalue definition against the mean inverse rate
saddle = s * rng.standard_normal(60)
flat = np.zeros(60)
ring_numeric = bloch_diffusivity(saddle, flat)
ring_formula = 1 / np.mean(np.exp(saddle))
assert abs(ring_numeric / ring_formula - 1) < 1e-3

# Site-energy disorder on the same chain
site = site_width / kT * rng.standard_normal(60)
site_numeric = bloch_diffusivity(saddle, site)
site_formula = 1 / (np.mean(np.exp(saddle)) * np.mean(np.exp(-site)))
assert abs(site_numeric / site_formula - 1) < 1e-3
site_average = quad(lambda z: norm.pdf(z) * np.exp(-site_width / kT * z),
                    -12, 12, epsabs=0, epsrel=1e-10)[0]
site_factor = np.exp(-(site_width / kT)**2 / 2)
assert abs(site_average * site_factor - 1) < 1e-8


def drift_velocity(g, force):
    """Steady velocity on a ring; force is the energy drop per hop / kT."""
    n = len(g)
    i = np.arange(n)
    j = (i + 1) % n
    forward, backward = g * np.exp(force / 2), g * np.exp(-force / 2)
    matrix = np.zeros((n, n))
    matrix[j, i] += forward
    matrix[i, i] -= forward
    matrix[i, j] += backward
    matrix[j, j] -= backward
    matrix[0] = 1.0
    source = np.zeros(n)
    source[0] = 1.0
    p = np.linalg.solve(matrix, source)
    return np.sum(forward * p - backward * p[j])


small_force = 1e-4
mobility = (drift_velocity(np.exp(-saddle), small_force)
            - drift_velocity(np.exp(-saddle), -small_force)) / (2 * small_force)
assert abs(mobility / ring_numeric - 1) < 2e-3

# Time propagation on many copies of a 12-bond cell, uniform start in one cell
cell, copies = 12, 41
cell_rates = np.exp(-s * rng.standard_normal(cell))
bonds = np.tile(cell_rates, copies)[:-1]
generator = np.diag(np.append(bonds, 0) + np.append(0, bonds))
generator -= np.diag(bonds, 1) + np.diag(bonds, -1)
decay, modes = np.linalg.eigh(generator)
starts = np.arange(cell) + cell * (copies // 2)
position = np.arange(cell * copies, dtype=float)
cell_D = 1 / np.mean(1 / cell_rates)
stretched = np.append(0, np.cumsum(cell_D / bonds))


def mean_square(coordinate, time):
    prob = (modes[starts] * np.exp(-decay * time)) @ modes.T
    moved = coordinate[None, :] - coordinate[starts][:, None]
    return np.sum(prob * moved**2) / cell


t_early, t_late = 150 / cell_D, 300 / cell_D
late_slope = (mean_square(position, t_late)
              - mean_square(position, t_early)) / (2 * (t_late - t_early))
assert abs(late_slope / cell_D - 1) < 2e-3
t_short = 1e-4 / cell_rates.max()
short_slope = mean_square(position, t_short) / (2 * t_short)
assert abs(short_slope / cell_rates.mean() - 1) < 2e-3
for t in (0.3 / cell_D, 5 / cell_D, 100 / cell_D):
    assert abs(mean_square(stretched, t) / (2 * cell_D * t) - 1) < 1e-5

# Steady flux: series law, then the Gaussian law from long random chains
one_film = np.exp(-s * rng.standard_normal(film_bonds))
assert abs(film_diffusivity(one_film) * np.mean(1 / one_film) - 1) < 1e-8
long_chains = np.array([film_diffusivity(np.exp(-s * rng.standard_normal(2000)))
                        for _ in range(400)])
# Sampling error is near 0.4 %, finite-length bias near 0.5 %.
assert abs(long_chains.mean() / factor - 1) < 0.02


# Gaussian averages by quadrature in the barrier energy
def resistance_average(beta, low=None, high=None):
    low = mean_barrier - 10 * barrier_width if low is None else low
    high = mean_barrier + 14 * barrier_width if high is None else high
    return quad(lambda e: norm.pdf(e, mean_barrier, barrier_width)
                * np.exp(beta * e), low, high, epsabs=0, epsrel=1e-10,
                limit=200)[0]


beta = 1 / kT
total = resistance_average(beta)
assert abs(np.exp(mean_barrier * beta) / total / factor - 1) < 1e-8
initial_factor = quad(lambda z: norm.pdf(z) * np.exp(-s * z), -14, 12,
                      epsabs=0, epsrel=1e-10)[0]
assert abs(initial_factor / np.exp(s**2 / 2) - 1) < 1e-8
control_barrier = mean_barrier + barrier_width**2 / kT
upper_share = resistance_average(beta, low=control_barrier) / total
assert abs(upper_share - 0.5) < 1e-7
bond_share = norm.sf(control_barrier, mean_barrier, barrier_width)

# Arrhenius slope from the quadrature average
step = 1e-3 * beta
apparent = (np.log(resistance_average(beta + step))
            - np.log(resistance_average(beta - step))) / (2 * step)
assert abs(apparent - control_barrier) < 1e-6
apparent_prefactor = D * np.exp(apparent / kT)
bare_prefactor = spacing_cm**2 * attempt_frequency
assert abs(apparent_prefactor / bare_prefactor / initial_factor - 1) < 1e-4

# Scatter among finite paths
path_resistance = np.exp(s * rng.standard_normal((20000, film_bonds))).mean(axis=1)
scatter = np.sqrt(np.expm1(s**2) / film_bonds)
sampled_scatter = path_resistance.std() / path_resistance.mean()
assert abs(path_resistance.mean() * factor - 1) < 0.01
# The heavy upper tail makes the sampled scatter uncertain by a few per cent.
assert abs(sampled_scatter / scatter - 1) < 0.15
p10, p50, p90 = np.percentile(1 / path_resistance / factor, [10, 50, 90])
bonds_for_ten_percent = np.expm1(s**2) / 0.1**2

# Gaussian cut at three standard deviations
cut_low = mean_barrier - 3 * barrier_width
cut_high = mean_barrier + 3 * barrier_width
cut_average = resistance_average(beta, cut_low, cut_high) / (2 * norm.cdf(3) - 1)
cut_ratio = total / cut_average
cut_formula = (2 * norm.cdf(3) - 1) / (norm.cdf(3 - s) - norm.cdf(-3 - s))
assert abs(cut_ratio / cut_formula - 1) < 1e-7

# Three-dimensional network with the same barrier distribution
line = one_film.reshape(-1, 1, 1)
side = np.ones((film_bonds - 1, 1, 1))
assert abs(network_diffusivity(line, side, side) * np.mean(1 / one_film) - 1) < 1e-7
edge = 12
cubes = []
for _ in range(16):
    gx = np.exp(-s * rng.standard_normal((edge + 1, edge, edge)))
    gy = np.exp(-s * rng.standard_normal((edge, edge, edge)))
    gz = np.exp(-s * rng.standard_normal((edge, edge, edge)))
    cubes.append(network_diffusivity(gx, gy, gz))
cube_mean = np.mean(cubes)
cube_error = np.std(cubes, ddof=1) / np.sqrt(len(cubes))
assert cube_mean - 1 > 5 * cube_error

# Tunnelling: thermal average of the parabolic-barrier transmission
quantum_ratio = const.h * attempt_frequency / (const.k * temperature)
tunnelling = quad(lambda x: np.exp(-x) * expit(2 * np.pi * x / quantum_ratio),
                  -8, 50, points=[0], epsabs=1e-12, limit=200)[0]
assert abs(tunnelling / (quantum_ratio / 2 / np.sin(quantum_ratio / 2)) - 1) < 1e-6

# Film time, drift threshold and lower temperature of use
film_nm = film_bonds * spacing_nm
film_time = (film_nm * 1e-7)**2 / (2 * D)
drift_field = kT / (defect_charge * film_nm * 1e-7) / 1e6
kT_use = k_ev * use_temperature
s_use = barrier_width / kT_use
factor_use = np.exp(-s_use**2 / 2)
D_use = bare_prefactor * np.exp(-mean_barrier / kT_use) * factor_use

print(f"mean barrier E0: {mean_barrier:.2f} eV")
print(f"barrier width sigma: {barrier_width:.2f} eV")
print(f"attempt frequency: {attempt_frequency:.1e} Hz")
print(f"site spacing: {spacing_nm:.2f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"s = sigma/kT: {s:.4f} (no unit)")
print(f"mean-barrier diffusivity D0: {D0:.3e} cm2/s")
print(f"long-time factor D/D0: {factor:.4f} (no unit)")
print(f"long-time diffusivity D: {D:.3e} cm2/s")
print(f"same D: {D * 1e16:.3e} angstrom2/s")
print(f"initial factor: {initial_factor:.4f} (no unit)")
print(f"60-bond ring, eigenvalue D/D0: {ring_numeric:.5f} (no unit)")
print(f"60-bond ring, formula D/D0: {ring_formula:.5f} (no unit)")
print(f"12-bond cell, late slope D/D0: {late_slope:.5f} (no unit)")
print(f"12-bond cell, formula D/D0: {cell_D:.5f} (no unit)")
print(f"12-bond cell, initial D/D0: {short_slope:.4f} (no unit)")
print(f"400 chains of 2000 bonds, mean D/D0: {long_chains.mean():.4f} (no unit)")
print(f"apparent activation energy: {apparent:.4f} eV")
print(f"bare prefactor a^2 nu: {bare_prefactor:.3e} cm2/s")
print(f"apparent prefactor: {apparent_prefactor:.3e} cm2/s")
print(f"resistance share above E0+sigma^2/kT: {100 * upper_share:.1f} %")
print(f"bond share above E0+sigma^2/kT: {100 * bond_share:.2f} %")
print(f"film bonds: {film_bonds} (count)")
print(f"film thickness L: {film_nm:.1f} nm")
print(f"film diffusion time L^2/(2D): {film_time:.3g} s")
print(f"path resistance scatter, formula: {100 * scatter:.1f} %")
print(f"path resistance scatter, sampled: {100 * sampled_scatter:.1f} %")
print(f"path D/D(infinite), 10th percentile: {p10:.3f} (no unit)")
print(f"path D/D(infinite), median: {p50:.3f} (no unit)")
print(f"path D/D(infinite), 90th percentile: {p90:.3f} (no unit)")
print(f"bonds for 10 % scatter: {bonds_for_ten_percent:.0f} (count)")
print(f"D ratio, Gaussian cut at 3 sigma: {cut_ratio:.4f} (no unit)")
print(f"site-energy width: {site_width:.2f} eV")
print(f"extra factor from site energies: {site_factor:.4f} (no unit)")
print(f"3D network edge: {edge} sites")
print(f"3D network samples: {len(cubes)} (count)")
print(f"3D network D/D0: {cube_mean:.3f} (no unit)")
print(f"3D network standard error: {cube_error:.3f} (no unit)")
print(f"3D over 1D diffusivity: {cube_mean / factor:.2f} (no unit)")
print(f"tunnelling factor: {tunnelling:.4f} (no unit)")
print(f"defect charge: {defect_charge} e")
print(f"field where drift matches diffusion: {drift_field:.5f} MV/cm")
print(f"lower temperature of use: {use_temperature:.0f} K")
print(f"D/D0 at lower temperature: {factor_use:.4f} (no unit)")
print(f"D at lower temperature: {D_use:.3e} cm2/s")
print(f"bonds for 10 % scatter there: {np.expm1(s_use**2) / 0.01:.3g} (count)")
print("all tests passed")
```

Output:

```
mean barrier E0: 1.00 eV
barrier width sigma: 0.08 eV
attempt frequency: 1.0e+13 Hz
site spacing: 0.30 nm
temperature: 600 K
thermal energy kT: 0.05170 eV
s = sigma/kT: 1.5473 (no unit)
mean-barrier diffusivity D0: 3.586e-11 cm2/s
long-time factor D/D0: 0.3021 (no unit)
long-time diffusivity D: 1.083e-11 cm2/s
same D: 1.083e+05 angstrom2/s
initial factor: 3.3102 (no unit)
60-bond ring, eigenvalue D/D0: 0.43506 (no unit)
60-bond ring, formula D/D0: 0.43506 (no unit)
12-bond cell, late slope D/D0: 0.75022 (no unit)
12-bond cell, formula D/D0: 0.75022 (no unit)
12-bond cell, initial D/D0: 4.8384 (no unit)
400 chains of 2000 bonds, mean D/D0: 0.3058 (no unit)
apparent activation energy: 1.1238 eV
bare prefactor a^2 nu: 9.000e-03 cm2/s
apparent prefactor: 2.979e-02 cm2/s
resistance share above E0+sigma^2/kT: 50.0 %
bond share above E0+sigma^2/kT: 6.09 %
film bonds: 167 (count)
film thickness L: 50.1 nm
film diffusion time L^2/(2D): 1.16 s
path resistance scatter, formula: 24.4 %
path resistance scatter, sampled: 24.1 %
path D/D(infinite), 10th percentile: 0.782 (no unit)
path D/D(infinite), median: 1.040 (no unit)
path D/D(infinite), 90th percentile: 1.330 (no unit)
bonds for 10 % scatter: 996 (count)
D ratio, Gaussian cut at 3 sigma: 1.0760 (no unit)
site-energy width: 0.04 eV
extra factor from site energies: 0.7414 (no unit)
3D network edge: 12 sites
3D network samples: 16 (count)
3D network D/D0: 1.400 (no unit)
3D network standard error: 0.012 (no unit)
3D over 1D diffusivity: 4.63 (no unit)
tunnelling factor: 1.0272 (no unit)
defect charge: 2 e
field where drift matches diffusion: 0.00516 MV/cm
lower temperature of use: 350 K
D/D0 at lower temperature: 0.0297 (no unit)
D at lower temperature: 1.064e-18 cm2/s
bonds for 10 % scatter there: 1.14e+05 (count)
all tests passed
```
